**Nuclear Curie susceptibility of water protons and the electronic value**

The result is χ = μ0 N γ²ħ² I(I+1)/(3kT), with N nuclei per volume, gyromagnetic ratio γ, spin I and temperature T, valid when the Zeeman energy is small compared with kT. The program diagonalizes spin matrices in a tilted field for five spins from 1/2 to 7/2 and asserts that the thermal average follows this law together with its first saturation correction. It also asserts the factor 4/(3+e^y) for two protons with coupling hJ = y kT, and the agreement of the water value with the full thermal average. For the electrons it computes Hartree–Fock energies of one water molecule in a finite field. It asserts that orbital relaxation makes a positive contribution and that a shift of the gauge origin largely cancels in the total; the change of the total is 5.2 percent of the change of the diamagnetic part. The output gives χ = 4.06e-9 for water protons at 298 K and −9.8e-6 for the electrons, a ratio of about 2400 in magnitude. The electronic number leaves out correlation, vibration and neighbouring molecules.

## Numerical verification

```python
# Result under test: the nuclear Curie susceptibility (SI, per volume)
#   chi = mu0 N gamma^2 hbar^2 I(I+1) / (3 k T)
# N: nuclei per volume, gamma: gyromagnetic ratio, I: spin, T: temperature.
# x = gamma hbar B/(k T) is the Zeeman splitting over the thermal energy.
# For comparison the electronic susceptibility of water is computed from
# Hartree-Fock energies in a magnetic field: E(B) = E(0) - xi B^2/2,
# chi_el = mu0 n xi, with n molecules per volume.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo


def spin_matrices(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)])


def thermal_mean(reduced_hamiltonian, operators):
    """Canonical averages; the Hamiltonian is given in units of kT."""
    energy, vec = np.linalg.eigh(reduced_hamiltonian)
    weight = np.exp(-(energy - energy.min()))
    rho = (vec * (weight / weight.sum())) @ vec.conj().T
    return np.array([np.trace(rho @ op).real for op in operators])


# Curie law and first saturation correction, field in a general direction
direction = np.array([2.0, -1.0, 2.0]) / 3.0
x_test = 0.01
for spin in (0.5, 1.0, 1.5, 2.5, 3.5):
    ops = spin_matrices(spin)
    zeeman = -x_test * np.einsum('a,aij->ij', direction, ops)
    mean = thermal_mean(zeeman, ops)
    along = mean @ direction
    assert np.linalg.norm(mean - along * direction) < 1e-12
    curie = x_test * spin * (spin + 1) / 3
    deficit = 1 - along / curie
    predicted = (2 * spin**2 + 2 * spin + 1) * x_test**2 / 30
    # the next term is smaller by a factor of order (x I)^2
    assert abs(deficit / predicted - 1) < 5e-3

# Two coupled protons: weak-field response relative to two free protons
half = spin_matrices(0.5)
first = np.array([np.kron(s, np.eye(2)) for s in half])
second = np.array([np.kron(np.eye(2), s) for s in half])
total_z = first[2] + second[2]
scalar_product = sum(a @ b for a, b in zip(first, second))
x_small = 1e-4
for y in (0.01, 0.5, -0.5):
    response = thermal_mean(y * scalar_product - x_small * total_z,
                            [total_z])[0]
    factor = response / (2 * x_small / 4)
    assert abs(factor - 4 / (3 + np.exp(y))) < 1e-7

# Water molecule: rounded geometry, used for mass and electronic part
bond, angle = 0.96, 104.5
half_angle = np.radians(angle / 2)
hy, hz = bond * np.sin(half_angle), bond * np.cos(half_angle)
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, hy, hz)], ['H', (0, -hy, hz)]],
            basis='unc-aug-cc-pvdz', unit='Angstrom', verbose=0)

# Nuclear susceptibility of water
temperature, density, field = 298.0, 1000.0, 10.0
molar_mass = float(np.sum(mol.atom_mass_list(isotope_avg=True))) * 1e-3
n_molecules = density * const.N_A / molar_mass
n_protons = 2 * n_molecules
gamma = const.physical_constants['proton gyromag. ratio'][0]
kT = const.k * temperature
moment_unit = gamma * const.hbar
x_water = moment_unit * field / kT
chi_nuc = const.mu_0 * n_protons * moment_unit**2 * 0.75 / (3 * kT)
mean_spin = thermal_mean(-x_water * half[2], [half[2]])[0]
magnetization = n_protons * moment_unit * mean_spin
assert abs(const.mu_0 * magnetization / field / chi_nuc - 1) < 1e-8
assert 3.5e-9 < chi_nuc < 4.5e-9

# Electronic part: Hartree-Fock energy in a uniform field (atomic units)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
nao = mol.nao_nr()
eri = ao2mo.restore(1, mol.intor('int2e', aosym='s8'), nao)
coulomb = eri.reshape(nao**2, nao**2)
exchange = eri.transpose(0, 3, 1, 2).reshape(nao**2, nao**2)
overlap = mol.intor('int1e_ovlp')
core = mf.get_hcore()
density_zero = mf.make_rdm1()
n_occ = mol.nelectron // 2


def apply(tensor, matrix):
    return (tensor @ np.ascontiguousarray(matrix).ravel()).reshape(nao, nao)


def fock_matrix(h, p):
    k_matrix = apply(exchange, p.real) + 1j * apply(exchange, p.imag)
    return h + apply(coulomb, p.real) - 0.5 * k_matrix


def energy_in_field(h):
    p = density_zero.astype(complex)
    fock = fock_matrix(h, p)
    previous = np.inf
    for _ in range(60):
        orbitals = eigh(fock, overlap)[1][:, :n_occ]
        p = 2 * orbitals @ orbitals.conj().T
        fock = fock_matrix(h, p)
        energy = 0.5 * np.sum(p * (h + fock).T).real + mol.energy_nuc()
        if abs(energy - previous) < 1e-10:
            return energy
        previous = energy
    raise AssertionError('field calculation did not converge')


def magnetizability(origin, b=0.005):
    """Isotropic total and diamagnetic parts, units e^2 a0^2/m_e."""
    with mol.with_common_orig(origin):
        r_cross_grad = mol.intor('int1e_cg_irxp', comp=3)
        rr = mol.intor('int1e_rr', comp=9).reshape(3, 3, nao, nao)
    r2 = rr[0, 0] + rr[1, 1] + rr[2, 2]
    xi = []
    for axis in range(3):
        h = (core - 0.5j * b * r_cross_grad[axis]
             + b**2 / 8 * (r2 - rr[axis, axis]))
        xi.append(-2 * (energy_in_field(h) - mf.e_tot) / b**2)
    mean_r2 = np.sum(density_zero * r2)
    return np.mean(xi), -mean_r2 / 6, mean_r2


xi_total, xi_dia, mean_r2 = magnetizability((0.0, 0.0, 0.0))
xi_shift, xi_dia_shift, _ = magnetizability((0.0, 0.0, 1.0))
# Gauge invariance: relaxation must cancel the change of the diamagnetic
# part; the cancellation is incomplete only because the basis is finite.
residual = abs((xi_shift - xi_total) / (xi_dia_shift - xi_dia))
assert abs(xi_dia_shift - xi_dia) > 0.5
assert residual < 0.3
assert xi_total > xi_dia

a0 = const.physical_constants['Bohr radius'][0]
to_chi = const.mu_0 * n_molecules * const.e**2 * a0**2 / const.m_e
chi_el, chi_dia = to_chi * xi_total, to_chi * xi_dia
assert -10.5e-6 < chi_el < -8.0e-6

coupling_hz = 1e5
y_water = const.h * coupling_hz / kT

print(f"temperature: {temperature:.0f} K")
print(f"density of water (rounded input): {density:.0f} kg/m^3")
print(f"molar mass of water: {molar_mass:.6f} kg/mol")
print(f"molecules per volume: {n_molecules:.4e} m^-3")
print(f"protons per volume N: {n_protons:.4e} m^-3")
print(f"proton gamma: {gamma:.5e} rad/(s T)")
print(f"hbar: {const.hbar:.5e} J s")
print(f"gamma*hbar: {moment_unit:.5e} J/T")
print(f"mu0: {const.mu_0:.5e} T m/A")
print(f"Boltzmann constant: {const.k:.5e} J/K")
print(f"kT: {kT:.4e} J")
print(f"nuclear susceptibility chi: {chi_nuc:.3e} (SI, no unit)")
print(f"chosen field B: {field:.0f} T")
print(f"x = gamma*hbar*B/kT: {x_water:.3e} (no unit)")
print(f"proton polarization 2<m>: {2 * mean_spin:.3e} (no unit)")
print(f"relative saturation correction x^2/12: {x_water**2 / 12:.1e}")
print(f"nuclear magnetization: {magnetization:.3e} A/m")
print(f"example coupling J: {coupling_hz:.0e} Hz")
print(f"its relative effect hJ/(4kT): {y_water / 4:.1e} (no unit)")
print(f"O-H distance (rounded input): {bond:.2f} angstrom")
print(f"H-O-H angle (rounded input): {angle:.1f} degrees")
print(f"number of basis functions: {nao}")
print(f"sum of <r^2> over electrons, from O: {mean_r2:.2f} a0^2")
print(f"diamagnetic part of xi: {xi_dia:.3f} e^2 a0^2/m_e")
print(f"relaxation part of xi: {xi_total - xi_dia:+.3f} e^2 a0^2/m_e")
print(f"total xi: {xi_total:.3f} e^2 a0^2/m_e")
print(f"total xi, origin moved by 1 a0: {xi_shift:.3f} e^2 a0^2/m_e")
print(f"diamagnetic part, origin moved: {xi_dia_shift:.3f} e^2 a0^2/m_e")
print(f"uncancelled share of gauge change: {100 * residual:.1f} percent")
print(f"diamagnetic part of chi_el: {chi_dia:.2e} (SI, no unit)")
print(f"electronic susceptibility chi_el: {chi_el:.2e} (SI, no unit)")
print(f"electronic magnetization: {chi_el * field / const.mu_0:.1f} A/m")
print(f"ratio |chi_el|/chi: {abs(chi_el) / chi_nuc:.0f} (no unit)")
print("every check passed")
```

Printed output:

```
temperature: 298 K
density of water (rounded input): 1000 kg/m^3
molar mass of water: 0.018015 kg/mol
molecules per volume: 3.3428e+28 m^-3
protons per volume N: 6.6857e+28 m^-3
proton gamma: 2.67522e+08 rad/(s T)
hbar: 1.05457e-34 J s
gamma*hbar: 2.82121e-26 J/T
mu0: 1.25664e-06 T m/A
Boltzmann constant: 1.38065e-23 J/K
kT: 4.1143e-21 J
nuclear susceptibility chi: 4.063e-09 (SI, no unit)
chosen field B: 10 T
x = gamma*hbar*B/kT: 6.857e-05 (no unit)
proton polarization 2<m>: 3.429e-05 (no unit)
relative saturation correction x^2/12: 3.9e-10
nuclear magnetization: 3.233e-02 A/m
example coupling J: 1e+05 Hz
its relative effect hJ/(4kT): 4.0e-09 (no unit)
O-H distance (rounded input): 0.96 angstrom
H-O-H angle (rounded input): 104.5 degrees
number of basis functions: 57
sum of <r^2> over electrons, from O: 19.71 a0^2
diamagnetic part of xi: -3.285 e^2 a0^2/m_e
relaxation part of xi: +0.328 e^2 a0^2/m_e
total xi: -2.957 e^2 a0^2/m_e
total xi, origin moved by 1 a0: -3.018 e^2 a0^2/m_e
diamagnetic part, origin moved: -4.474 e^2 a0^2/m_e
uncancelled share of gauge change: 5.2 percent
diamagnetic part of chi_el: -1.09e-05 (SI, no unit)
electronic susceptibility chi_el: -9.80e-06 (SI, no unit)
electronic magnetization: -78.0 A/m
ratio |chi_el|/chi: 2412 (no unit)
every check passed
```
